# Gap equation and phonon kernels in superconducting density functional theory, part 2

The problem is to find the kernels of the gap equation of superconducting density functional theory and to solve it for a model. Units are SI; small test models use an arbitrary energy unit \(e_0\). \(\beta=1/k_BT\), \(f(x)=1/(e^{\beta x}+1)\), \(n_B=1/(e^{\beta\hbar\Omega}-1)\) for a phonon of energy \(\hbar\Omega\), \(\varepsilon=(2m+1)\pi k_BT\), and
\[ a(x)=\frac{\tanh(\beta x/2)}{2x}=k_BT\sum_\varepsilon\frac{1}{\varepsilon^2+x^2}. \]
Pairing is in the spin singlet. The density \(n\) and pair density \(\chi(\mathbf r,\mathbf r')=\langle\psi_\uparrow(\mathbf r)\psi_\downarrow(\mathbf r')\rangle\) belong to the potential \(v-\mu\) and pair field \(\Delta(\mathbf r,\mathbf r')\). With the grand potential \(\Omega_{\rm g}\), the Legendre transform is
\[ F[n,\chi]=\Omega_{\rm g}-\int n\,(v-\mu)+\iint(\Delta^*\chi+\Delta\chi^*). \]
\(F=F_s+E_H[n]+F_{xc}\), with \(F_s\) the noninteracting (Kohn-Sham) functional and \(E_H\) the Hartree energy; \(v_{xc}=\delta F_{xc}/\delta n\).

The normal-state Kohn-Sham orbitals \(\varphi_i\) have energies \(\xi_i\) measured from \(\mu\), and \(\bar\imath\) labels \(\varphi_i^*\): \(\psi_\uparrow=\sum\varphi_ic_{i\uparrow}\), \(\psi_\downarrow=\sum\varphi_i^*c_{\bar\imath\downarrow}\). Decoupling freezes \(\xi_i,\varphi_i\) and keeps only the diagonal elements \(\Delta_i=\Delta_{\bar\imath\bar\imath}\) of the Kohn-Sham pair potential:
\[ \mathcal H_i=\begin{pmatrix}\xi_i&\Delta_i\\ \Delta_i^*&-\xi_i\end{pmatrix},\qquad E_i=\sqrt{\xi_i^2+|\Delta_i|^2}, \]
\[ \chi(\mathbf r,\mathbf r')=\sum_i\chi_i\,\varphi_i(\mathbf r)\varphi_i^*(\mathbf r'),\qquad \chi_i=a(E_i)\Delta_i, \]
\[ n(\mathbf r)=\sum_in_i|\varphi_i|^2,\qquad n_i=1-2\xi_i\,a(E_i). \]

At zero external field \(\Delta_i=-\partial F_{xc}/\partial\chi_i^*\) at fixed \(n\). Partial linearization gives the gap equation
\[ \Delta_i=-Z_i\Delta_i-\frac12\sum_jK_{ij}\,\frac{\tanh(\beta E_j/2)}{E_j}\,\Delta_j, \]
with \(Z_i\) from the state-diagonal part of the quadratic term of \(F_{xc}\) and \(K_{ij}\) from the rest. Below \(T_c\) it omits terms of order \(\Delta^3\).

The program output at the end also lists earlier checks: the Bogoliubov-de Gennes (BdG) equations on three sites, and decoupling on a two-band ring and a degenerate pair.

## 6. The phonon functional to order \(g^2\)

If \(\hat H\) depends on a parameter \(\eta\), then \(\partial F/\partial\eta\) at fixed densities equals \(\partial\Omega_{\rm g}/\partial\eta\) at fixed potentials, again because the potential variations cancel in the Legendre transform. With \(\eta=g^2\), the leading term of \(F_{xc}\) is the second-order grand potential \(\Phi\) evaluated with Kohn-Sham propagators.

Let \(\Psi_i=(c_{i\uparrow},c^\dagger_{\bar\imath\downarrow})^T\) and take one branch of energy \(\hbar\Omega\); further branches add. For \(i\ne j\), \(\Psi_i^\dagger\tau_3\Psi_j=c^\dagger_{i\uparrow}c_{j\uparrow}+c^\dagger_{\bar\jmath\downarrow}c_{\bar\imath\downarrow}\), and both terms carry the same element \(g_{ij}\) of a local potential, since \(\langle\bar\jmath|\delta V|\bar\imath\rangle=\int\varphi_j\,\delta V\varphi_i^*\). So \(\hat V=\sum g_{ij}\Psi_i^\dagger\tau_3\Psi_jX_{\mathbf q}\), with \(X_{\mathbf q}=b_{\mathbf q}+b^\dagger_{-\mathbf q}\) and \(g_{ji}=g_{ij}^*\). The tadpole term, a static force on the nuclei, is absent for phonons defined about equilibrium. With imaginary time \(\tau\in[0,\beta]\), \(\Phi=-\tfrac12\int_0^\beta d\tau\langle\hat V(\tau)\hat V(0)\rangle_{\rm conn}\).

The phonon factor is \((n_B+1)e^{-\hbar\Omega\tau}+n_Be^{\hbar\Omega\tau}\). Integrating with \(e^{i\nu\tau}\), \(e^{i\nu\beta}=1\), and using \((n_B+1)(1-e^{-\beta\hbar\Omega})=n_B(e^{\beta\hbar\Omega}-1)=1\),
\[ D(\nu)=\frac1{i\nu+\hbar\Omega}-\frac1{i\nu-\hbar\Omega}=\frac{2\hbar\Omega}{\nu^2+(\hbar\Omega)^2}. \]
With \(G_i(\tau)=-\langle\mathcal T\Psi_i(\tau)\Psi_i^\dagger(0)\rangle\), diagonal in \(i\) after decoupling, Wick's theorem gives \(-{\rm tr}[\tau_3G_j(\tau)\tau_3G_i(-\tau)]\): one minus sign from each contraction and one from moving \(\Psi_i(0)\) past three operators. In Matsubara space \(G_i=(i\varepsilon-\mathcal H_i)^{-1}=-(i\varepsilon+\mathcal H_i)/(\varepsilon^2+E_i^2)\), and
\[ \Phi=\tfrac12\sum_{ij}|g_{ij}|^2(k_BT)^2\sum_{\varepsilon\varepsilon'}D(\varepsilon-\varepsilon')\,{\rm tr}[\tau_3G_j(i\varepsilon')\tau_3G_i(i\varepsilon)]. \]
Conjugation with \(\tau_3\) reverses the off-diagonal entries of \(\mathcal H_j\), so the trace of the numerators is \(2(-\varepsilon\varepsilon'+\xi_i\xi_j)-(\Delta_i\Delta_j^*+\Delta_i^*\Delta_j)\):
\[ \Phi=\sum_{ij}|g_{ij}|^2(k_BT)^2\sum_{\varepsilon\varepsilon'}D\,\frac{-\varepsilon\varepsilon'+\xi_i\xi_j-{\rm Re}\,\Delta_i\Delta_j^*}{(\varepsilon^2+E_i^2)(\varepsilon'^2+E_j^2)}. \]

All sums follow from \(L(x,y)=(k_BT)^2\sum D(\varepsilon-\varepsilon')/[(i\varepsilon-x)(i\varepsilon'-y)]\). Since \(1/(i\varepsilon-x)=-(i\varepsilon+x)/(\varepsilon^2+x^2)\) and terms odd under \((\varepsilon,\varepsilon')\to(-\varepsilon,-\varepsilon')\) cancel, \(L=B+A\) with
\[ B=-(k_BT)^2\sum\frac{D\,\varepsilon\varepsilon'}{(\varepsilon^2+x^2)(\varepsilon'^2+y^2)},\quad A=xyS,\quad S=(k_BT)^2\sum\frac{D}{(\varepsilon^2+x^2)(\varepsilon'^2+y^2)}. \]
\(B\) is even and \(A\) odd in \(y\), so \(A,B=\tfrac12[L(x,y)\mp L(x,-y)]\). The symmetric sum \(k_BT\sum1/(i\varepsilon-x)=-xa(x)=f(x)-\tfrac12\) and partial fractions give \(k_BT\sum1/[(i\varepsilon-x)(i\varepsilon-p)]=[f(x)-f(p)]/(x-p)\), which continues to complex \(p\). In the \(\varepsilon'\) sum the two terms of \(D\) are \(-1/(i\varepsilon'-p_+)\) and \(+1/(i\varepsilon'-p_-)\) with \(p_\pm=i\varepsilon\pm\hbar\Omega\), where \(e^{i\beta\varepsilon}=-1\) gives \(f(p_+)=-n_B\) and \(f(p_-)=1+n_B\). The result is \((n_B+f_y)/(i\varepsilon-y+\hbar\Omega)+(1+n_B-f_y)/(i\varepsilon-y-\hbar\Omega)\), with \(f_y=f(y)\). The \(\varepsilon\) sum uses the same formula with \(p=y\mp\hbar\Omega\). The identities \(f(y+\hbar\Omega)(1+n_B-f_y)=f_yn_B\) and \(f(y-\hbar\Omega)(n_B+f_y)=f_y(1+n_B)\), checked by clearing denominators, give
\[ L(x,y)=\frac{f_x(1+n_B-f_y)-f_yn_B}{x-y-\hbar\Omega}+\frac{f_x(n_B+f_y)-f_y(1+n_B)}{x-y+\hbar\Omega}. \]
The numerators vanish with the denominators, so \(L\) has no poles on the real axis. At finite gap the summand of \(\Phi\) is \(B(E_i,E_j)+(\xi_i\xi_j-{\rm Re}\,\Delta_i\Delta_j^*)A(E_i,E_j)/E_iE_j\).

## 7. The kernels

Hold the \(\xi_i\) fixed first. To linear order \(\partial/\partial\chi_i^*=a_i^{-1}\partial/\partial\Delta_i^*\), with \(a_i=a(\xi_i)\); put \(x=\xi_i\), \(y=\xi_j\). State \(i\) appears in the terms \((i,j)\) and \((j,i)\) of \(\Phi\), which are equal.

The anomalous numerator gives \(-\tfrac12\Delta_jS\) twice, so \(\Delta_i\) receives \(+|g_{ij}|^2S\Delta_j/a_i\). Equating this to \(-K_{ij}a_j\Delta_j\) and using \(S=A/xy\),
\[ K^{\rm ph}_{ij}=-\frac{|g_{ij}|^2S}{a_ia_j}=-\frac{4|g_{ij}|^2A(x,y)}{\tanh(\beta x/2)\tanh(\beta y/2)}. \]
This is the phonon pairing kernel of the Lüders-Marques functional. It is negative because \(S>0\), and \(D\le2/\hbar\Omega\) bounds it by \(|K^{\rm ph}_{ij}|\le2|g_{ij}|^2/\hbar\Omega\).

The denominator gives \(\partial_{\Delta_i^*}(\varepsilon^2+E_i^2)^{-1}=-\Delta_i/(\varepsilon^2+x^2)^2\), twice, so
\[ Z_i=\frac2{a_i}\sum_j|g_{ij}|^2(k_BT)^2\sum_{\varepsilon\varepsilon'}\frac{D\,(\varepsilon\varepsilon'-xy)}{(\varepsilon^2+x^2)^2(\varepsilon'^2+y^2)}. \]
Use \((\varepsilon^2+x^2)^{-2}=-(2x)^{-1}\partial_x(\varepsilon^2+x^2)^{-1}\). The sum becomes \((2x)^{-1}[\partial_xB+xy\,\partial_xS]\), and \(xy\,\partial_xS=\partial_xA-A/x\). With \(1/(a_ix)=2/\tanh(\beta x/2)\),
\[ Z_i=\frac{2}{\tanh(\beta x/2)}\sum_j|g_{ij}|^2\Big[\partial_xL(x,y)-\frac{A(x,y)}{x}\Big]. \]
This is the first-order \(Z\) at fixed \(\xi_i\). It is not the \(Z\) of the Lüders-Marques functional, which lacks the Fermi-level peak derived in part 8 and tends to \(\lambda\) rather than \(2\lambda\) there. \(Z\) measures how the normal electron-phonon energy changes when a state is gapped, and a positive \(Z\) opposes pairing.

The theory requires the derivative at fixed \(n\). Write \(\Phi(\xi,\Delta)=F_{xc}[n,\chi]\) and differentiate at fixed \(\xi\): \(\partial\Phi/\partial\Delta_i^*=v_{xc,i}\,\partial n_i/\partial\Delta_i^*+a_i\,\partial F_{xc}/\partial\chi_i^*\), with \(v_{xc,i}=\langle\varphi_i|v_{xc}|\varphi_i\rangle\). From \(n_i=1-2\xi_ia(E_i)\) and \(\partial E_i/\partial\Delta_i^*=\Delta_i/2E_i\) follows \(\partial n_i/\partial\Delta_i^*=-a'(\xi_i)\Delta_i\) at linear order. Hence
\[ Z_i\to Z_i+v_{xc,i}\frac{a'(\xi_i)}{a(\xi_i)},\qquad \frac{a'}{a}=\frac{\beta}{\sinh\beta\xi}-\frac1\xi. \]
If \(v_{xc}\) is uniform, shifting all levels together gives \(v_{xc}=\sum_{ij}2|g_{ij}|^2\partial_xL(\xi_i,\xi_j)\big/\sum_i2f'(\xi_i)\). Because \(L(-x,-y)=L(x,y)\), the numerator vanishes when levels and couplings are symmetric under \(\xi\to-\xi\). This argument covers only the uniform part of \(v_{xc}\).

For a static interaction \(W(\mathbf r,\mathbf r')\), the opposite-spin term is \(\psi_\uparrow^\dagger\psi_\downarrow^\dagger\psi_\downarrow\psi_\uparrow=(\psi_\downarrow^\dagger\psi_\uparrow^\dagger)(\psi_\uparrow\psi_\downarrow)\), and its anomalous contraction is \(\iint W|\chi|^2=\sum\chi_i^*W_{ij}\chi_j\) with \(W_{ij}=\iint\varphi_i^*(\mathbf r)\varphi_i(\mathbf r')W\varphi_j(\mathbf r)\varphi_j^*(\mathbf r')\). So \(K^C_{ij}=W_{ij}\); using a statically screened \(W\) is a modelling step. The normal exchange energy \(E_x(n_i)\) contributes, by the same chain rule, \((v_{x,i}-\Sigma_{x,i})a'/a\) to \(Z_i\), with \(\Sigma_{x,i}=\partial E_x/\partial n_i\). For constant \(W_{ij}\) and uniform \(v_x\) the two terms are equal and cancel.

The program tests the phonon formulas and \(K^C\) on two pair levels (\(\xi=0.4,-0.9\,e_0\)) coupled by a boson (\(1.1\,e_0\)) at \(k_BT=0.5\,e_0\). It diagonalizes the interacting Hamiltonian, finds the noninteracting pair field that reproduces \(\chi\), and extracts the \(g^2\) coefficient. Formula and exact values agree: \(\Phi/g^2=-0.76143/e_0\) at finite gap, \(K/g^2=-0.65563/e_0\), \(Z_1/g^2=0.46908/e_0^2\), \(Z_2/g^2=0.44846/e_0^2\), and \(K/W=1\) for static pair scattering. Matching the particle number as well gives \(v_{xc}/g^2=0.19881/e_0\) and lowers \(Z_1/g^2\) to \(0.41977/e_0^2\). The error of the partially linearized equation scales as the power 3.009 of \(\Delta\).

## 8. Symmetric band with an Einstein phonon

Take a constant density of states \(N(0)\) per spin on \(|\xi|<W\) (from here \(W\) is the half bandwidth), constant \(g\), \(\lambda=2N(0)g^2/\hbar\Omega\), and a constant Coulomb element with \(N(0)K^C=\mu_C\). The \(A\) term of \(Z\) is odd in \(y\) and integrates to zero. The model takes \(v_{xc}\) to be uniform, as in a homogeneous system, and the symmetry argument of part 7 then gives \(v_{xc}=0\). With \(\kappa=N(0)K^{\rm ph}\), even in both arguments,
\[ [1+Z(\xi)]\Delta(\xi)=-\int_0^Wd\xi'\,[\kappa(\xi,\xi')+\mu_C]\frac{\tanh(\beta E'/2)}{E'}\Delta(\xi'), \]
\[ Z(\xi)=\frac{\lambda\hbar\Omega}{\tanh(\beta\xi/2)}\int_{-W}^{W}dy\,\partial_\xi L(\xi,y). \]

For \(x,\hbar\Omega\gg k_BT\), set \(f_x=n_B=0\), leaving \(L=-f_y/(x-y+\hbar\Omega)\). For \(y\gg k_BT\) this gives \(L(x,y)=0\), \(L(x,-y)=-1/(x+y+\hbar\Omega)\), and \(A=1/[2(x+y+\hbar\Omega)]\). In \(Z\), integrate \(f_y/(x-y+\hbar\Omega)^2\) with \(f_y\) a step, which errs at order \((k_BT/\hbar\Omega)^2\):
\[ \kappa=-\frac{\lambda\hbar\Omega}{|\xi|+|\xi'|+\hbar\Omega},\qquad Z=\lambda\hbar\Omega\Big[\frac1{|\xi|+\hbar\Omega}-\frac1{|\xi|+W+\hbar\Omega}\Big]. \]
Retardation thus appears as a decay of both static kernels on the scale \(\hbar\Omega\), and \(Z\approx\lambda\) for \(k_BT\ll|\xi|\ll\hbar\Omega\ll W\).

For \(|\xi|\ll\hbar\Omega\) but arbitrary \(\beta\xi\), do the \(y\) integral first in the Matsubara form, \(\int dy\,\varepsilon'/(\varepsilon'^2+y^2)=2\arctan(W/\varepsilon')\to\pi\,{\rm sgn}\,\varepsilon'\). Write \(D=(2/\hbar\Omega)\ell(m-m')\), \(\ell(l)=1/[1+(2\pi k_BTl/\hbar\Omega)^2]\). For \(m\ge0\), positive \(\varepsilon'\) covers \(l\le m\) and negative \(\varepsilon'\) covers \(l\ge m+1\); as \(\ell\) is even, the difference is \(\sum_{l=-m}^m\ell(l)\approx2m+1\) for \(\varepsilon\ll\hbar\Omega\). The inner sum is then \(2\varepsilon/\hbar\Omega\). Using \(\varepsilon^2=(\varepsilon^2+x^2)-x^2\) and \(a'=-2x\,k_BT\sum(\varepsilon^2+x^2)^{-2}\),
\[ Z=\frac{2\lambda}{a}k_BT\sum\frac{\varepsilon^2}{(\varepsilon^2+x^2)^2}=\lambda\Big(2+\frac{xa'}{a}\Big)=\lambda\Big(1+\frac{\beta\xi}{\sinh\beta\xi}\Big), \]
valid for \(|\xi|,k_BT\ll\hbar\Omega\ll W\). So \(Z\to2\lambda\) at the Fermi level. A finite band subtracts \(2\arctan(\varepsilon'/W)\), which lowers the slope \(2/\hbar\Omega\) of the inner sum by \(\int\frac{d\varepsilon'}{2\pi}D(\varepsilon')\frac{2W}{\varepsilon'^2+W^2}=2/(W+\hbar\Omega)\) at low temperature.

A reference \(T_c\) comes from the same diagram with dressed propagators, the Migdal-Eliashberg approximation: \(\Sigma(i\varepsilon)=k_BT\sum g^2D\,\tau_3G\tau_3\) and \(G^{-1}=i\varepsilon-\xi\tau_3-\Sigma\). Write \(\Sigma=i(\varepsilon-\tilde\varepsilon)+\phi\tau_1\), so that \(G=-(i\tilde\varepsilon+\xi\tau_3+\phi\tau_1)/(\tilde\varepsilon^2+\xi^2+\phi^2)\). Linearize in \(\phi\), use \(\tau_3\tau_1\tau_3=-\tau_1\), \(N(0)g^2D=\lambda\ell\) and \(\int d\xi/(\tilde\varepsilon^2+\xi^2)=\pi/|\tilde\varepsilon|\) for a wide band:
\[ \tilde\varepsilon_m=\varepsilon_m+\pi k_BT\lambda\sum_{l=-m}^m\ell(l),\qquad \phi_m=\pi k_BT\lambda\sum_{m'}\frac{\ell(m-m')\,\phi_{m'}}{|\tilde\varepsilon_{m'}|}. \]

## 9. Worked example

The parameters are round model values: \(\Omega=4.0\times10^{13}\) rad/s, \(\lambda=0.8\), \(\mu_C=0.2\), \(W=1.0\times10^{-18}\) J. Then \(\hbar\Omega=4.218\times10^{-21}\) J, \(\hbar\Omega/k_B=305.5\) K, \(W/\hbar\Omega=237.1\), and \(N(0)g^2=0.8\times4.218\times10^{-21}/2=1.687\times10^{-21}\) J.

At \(k_BT=10^{-4}\hbar\Omega\) the limits of part 8 give \(Z(0.05\hbar\Omega)/\lambda=1/1.05-1/238.15=0.9482\), as computed from the full kernel, and \(Z(0)/\lambda=2(1-1/238.1)=1.992\) against the computed 1.9914.

\(T_c\) is the temperature at which the largest eigenvalue of the linearized operator (\(E'\to\xi'\)) equals one. The result is \(T_c=5.77\) K, or \(k_BT_c=7.97\times10^{-23}\) J. As a test, \(\Delta^2\) from the nonlinear equation at \(0.98\,T_c\) and \(0.99\,T_c\) extrapolates linearly to zero at 5.771 K against 5.770 K, and the iteration decays to zero at \(1.05\,T_c\). Setting \(Z=0\) raises \(T_c\) to 22.6 K, and setting \(\mu_C=0\) raises it to 16.0 K. For \(\mu_C=0\) the Eliashberg equations give 26.7 K, so the first-order functional yields \(15.988/26.665=0.60\) of the reference value. The two calculations differ in the propagators used and in the bandwidth; the latter changes the low-energy kernels at relative order \(\hbar\Omega/W\), about 0.4%, which points to the truncation at order \(g^2\) with Kohn-Sham propagators as the source of the shortfall in this model. The ratio belongs to the \(Z\) of part 7, whose Fermi-level peak lowers \(T_c\); it is not the ratio for the Lüders-Marques functional, whose \(Z\) has no such peak.

At \(T_c/2=2.885\) K, where \(k_BT=3.98\times10^{-23}\) J, with the first row and the second argument of \(\kappa\) at \(0.01\,k_BT\):

| \(\xi\) (J) | \(Z\) | \(\kappa(\xi,0)\) | \(\Delta\) (J) |
|---|---|---|---|
| \(3.98\times10^{-25}\) | 1.579 | −0.770 | \(1.38\times10^{-22}\) |
| \(4.22\times10^{-22}\) | 0.725 | −0.715 | \(1.90\times10^{-22}\) |
| \(4.22\times10^{-21}\) | 0.397 | −0.396 | \(1.11\times10^{-22}\) |
| \(4.22\times10^{-20}\) | 0.070 | −0.073 | \(-4.33\times10^{-23}\) |
| \(1.00\times10^{-18}\) | 0.002 | −0.003 | \(-9.17\times10^{-23}\) |

At \(\xi=\hbar\Omega\) the low-temperature form gives \(Z=0.8(1/2-1/239.1)=0.397\). The value \(|\kappa|=0.770\) at the Fermi level respects the bound \(|\kappa|\le\lambda\). At \(\xi=0.1\hbar\Omega\), \(E=\sqrt{4.218^2+1.899^2}\times10^{-22}=4.626\times10^{-22}\) J.

The gap has a dip at the Fermi level: 0.86 meV at \(\xi\to0\) against 1.19 meV at \(0.1\hbar\Omega\). The right side of the gap equation equals \((1+Z)\Delta\), which is \(2.579\times1.380=3.56\) in the first row and \(1.7245\times1.899=3.28\) in the second, in units of \(10^{-22}\) J. The pairing integral is larger at the Fermi level, so the dip comes from the peak of \(Z\). That peak was derived for \(\Delta\ll k_BT\), whereas here \(\Delta/k_BT=1.38\times10^{-22}/3.98\times10^{-23}=3.5\). The tabulated gaps are therefore properties of the partially linearized equation, and neither value is a prediction of the spectroscopic gap.

The gap changes sign at \(\xi=1.93\times10^{-20}\) J, or \(4.6\,\hbar\Omega\). A sign change is forced in this model. At \(\xi=W\), \(|\kappa|\) is 0.003 for \(\xi'\to0\) and decreases with \(\xi'\) in the low-temperature form, so \(\kappa+\mu_C>0\) over the whole band. If \(\Delta\) were positive everywhere, the gap equation would make \(\Delta(W)\) negative, and the reverse for a negative \(\Delta\). The negative tail enters the Coulomb integral \(\mu_C\int_0^Wd\xi'\tanh(\beta E'/2)\Delta/E'\) with opposite sign to the low-energy part and so reduces the repulsion felt by states near the Fermi level.

## Values computed for the example and the checks

```
3 sites, kT = 0.4 e0: Omega Fock = -2.05871767 e0, BdG = -2.05871767 e0
max deviation Fock vs BdG (Omega, n, chi) = 4.4e-16
ring: min interband distance = 3.105 e0, max|D12| = 0.0096 e0
ring: decoupling error of E = 2.40e-05 e0, power of D = 2.000
ring: error after second order = 2.2e-10 e0, error of chi = 1.3e-05
degenerate pair: xi = 0.02, D11 = 0.05, D22 = 0.01i, D12 = 0.03 e0
  E exact = 0.0256, 0.0674 e0; decoupled = 0.0224, 0.0539 e0
two levels: xi = 0.4, -0.9 e0, Om = 1.1 e0, kT = 0.5 e0
Phi/g^2 at D = 0.5, 0.3 e0: formula -0.761431, exact -0.761430 1/e0
K/g^2: formula -0.655627, exact -0.655627 1/e0
Z1/g^2: formula 0.469078, exact 0.469077 1/e0^2
Z2/g^2: formula 0.448463, exact 0.448463 1/e0^2
fixed N, vxc/g^2: formula 0.198815, exact 0.198814 1/e0
fixed N, Z1/g^2: formula 0.419769, exact 0.419768 1/e0^2
static pair scattering, exact K/W = 1.000000
power of D in the partial-linearization error = 3.009
example: Omega = 4.0e+13 rad/s, lambda = 0.8, muC = 0.2, W = 1.0e-18 J
hbar*Omega = 4.2183e-21 J, hbar*Omega/kB = 305.53 K, W/(hbar*Omega) = 237.1
N0*g^2 = 1.6873e-21 J
kT = 1e-04 hbar*Omega: Z(xi->0)/lambda = 1.9914
kT = 1e-04 hbar*Omega: Z(0.05 hbar*Omega)/lambda = 0.9482
Tc = 5.770 K, kB*Tc = 7.9662e-23 J
Tc from closing of the nonlinear gap = 5.771 K
Tc with Z = 0: 22.641 K; Tc with muC = 0: 15.988 K
Eliashberg Tc (muC = 0, wide band) = 26.665 K, ratio = 0.600
Z(xi = kB*Tc) at Tc from Matsubara sum = 1.4438
at T = Tc/2 = 2.885 K: xi (J), Z, N0*Kph(xi,0), Delta (J)
  3.983e-25  1.5786  -0.7704  1.3803e-22
  4.218e-22  0.7245  -0.7148  1.8993e-22
  4.218e-21  0.3967  -0.3962  1.1062e-22
  4.218e-20  0.0695  -0.0726  -4.3341e-23
  1.000e-18  0.0017  -0.0034  -9.1713e-23
Delta(xi->0) = 0.8615 meV, Delta(0.1 hbar*Omega) = 1.1854 meV
E at xi = 0.1 hbar*Omega: 4.6261e-22 J
Delta changes sign at xi = 1.932e-20 J (4.58 hbar*Omega)
```
